# Can a divide-and-conquer fragment ignore distant charges in an ionic chain?

## Question

I am writing a divide-and-conquer code for a long, insulating, ionic chain. Each cell is solved inside a block that contains the cell and a few buffer cells on either side. The density matrix of an insulator is nearsighted: its elements decay exponentially with distance, and a distant perturbation should not matter. I therefore want to make the blocks fully independent. Each would find its own self-consistent charges and feel only the electrostatic potential of the charges inside it.

Is that justified by nearsightedness? If not, how large is the error, and does a bigger buffer cure it?

## Answer

Nearsightedness justifies cutting the Hamiltonian into blocks. It does not justify cutting the sources of the potential that stands in that Hamiltonian. The principle compares densities **at a given effective potential**: change that potential far away, keep it fixed nearby, and the nearby density hardly changes. In a self-consistent calculation a distant charge also changes the potential nearby, through the Coulomb interaction, and nearsightedness says nothing against that.

A model with both ingredients shows what each cut costs.

### The model

Each cell, of length $L$, holds an anion at $cL$ and a cation at $cL+d$, where $c$ is the cell number. There is one orbital per atom and, on average, one electron per atom. The bare levels are $-\Delta_0$ (anion) and $+\Delta_0$ (cation). Hopping elements are $-t_1$ within a cell and $-t_2$ between cells. Electrons are spin-paired, the temperature is zero, and the treatment is mean-field.

An atom with $n_i$ electrons has net charge $q_i=1-n_i$ in units of $e$. The potential at atom $i$ is

$$\Phi_i=\sum_j\gamma(r_{ij})\,q_j+\Phi_i^{\rm ext},\qquad \gamma(r)=\frac{k}{\sqrt{r^2+(k/U)^2}},\qquad k=\frac{e}{4\pi\varepsilon_0}.$$

Thus $\gamma(0)=U$, and $\gamma\to k/r$ at large distance. A positive potential lowers an electron level, so the level in eV is the bare level minus $\Phi_i$ in volts.

I use $\Delta_0=3$, $t_1=2$, $t_2=0.8$ and $U=10$ eV, with $d=2$ Å and $L=5$ Å. These are round parameters, not a particular material. The constant is $k=14.40$ V Å.

### What the surroundings do to the charge transfer

In the infinite chain every cation has charge $q$ and every anion $-q$. The potential at a cation is

$$\Phi_{\rm cat}=qS,\qquad S=\sum_c\left[\gamma(|c|L)-\gamma(|cL-d|)\right].$$

The first term comes from cations, the second from anions. An anion sees the same set of distances with all charges reversed, so $\Phi_{\rm an}=-qS$. The self-consistent levels are $\Delta_0-qS$ and $-\Delta_0+qS$. Half their difference is

$$\Delta=\Delta_0-Sq. \tag{1}$$

A Bloch state with phase $\theta$ per cell has the Hamiltonian

$$h=\begin{pmatrix}-\Delta&-\tau^*\\-\tau&\Delta\end{pmatrix},\qquad \tau=t_1+t_2e^{i\theta}.$$

Squaring gives $h^2=E^2\,\mathbb 1$ with $E^2=\Delta^2+|\tau|^2$, so the energies are $\pm E$. The projector on the filled state is $\tfrac12(1-h/E)$, since it gives 1 on energy $-E$ and 0 on $+E$. Its anion element is $\tfrac12(1+\Delta/E)$. Two spins put $1+\Delta/E$ electrons on the anion, and averaging over $\theta$ gives

$$q=\left\langle\frac{\Delta}{\sqrt{\Delta^2+|t_1+t_2e^{i\theta}|^2}}\right\rangle_\theta. \tag{2}$$

For one isolated cell, set $t_2=0$ and keep the $c=0$ term of the sum, $S_{\rm cell}=U-\gamma(d)$:

$$\Delta=\Delta_0-S_{\rm cell}\,q,\qquad q=\frac{\Delta}{\sqrt{\Delta^2+t_1^2}}. \tag{3}$$

The numbers are $S=3.167$ eV and $S_{\rm cell}=10-5.843=4.157$ eV. The neighbours make it cheaper to move an electron from cation to anion, because the aligned cell dipoles produce a field that supports the transfer. The solutions are:

- Infinite chain: $q=0.5415$, with $\Delta=3-3.167\times0.5415=1.285$ eV.
- Isolated cell: $q=0.4673$, with $\Delta=3-4.157\times0.4673=1.057$ eV.

The isolated cell misses 13.7 % of the infinite-chain charge transfer. So far this mixes two omissions, the hopping to the neighbours and their field. They have to be separated.

### Cutting the density matrix, with the potential kept

Take the converged Hamiltonian of the whole chain, cut out a block with $b$ buffer cells on each side of the core, and leave the potential in it untouched. Let $g$ be the Green function of the cut system and $G$ that of the whole. The removed hoppings form a matrix $W$, and $G=g+gWG$. For a core atom $i$,

$$G_{ii}-g_{ii}=\sum_{\rm edges}g_{i,\rm in}\,(-t_2)\,G_{{\rm out},i},$$

where "in" and "out" are the atoms on the two sides of a cut bond. The correction contains one propagation to the edge and one back.

The density follows by integrating $G_{ii}$ over imaginary energies $i\omega$ measured from midgap. There the waves decay. Their decay constant $\lambda$ per cell follows from the band relation

$$E^2=\Delta^2+t_1^2+t_2^2+2t_1t_2\cos\theta$$

by setting $E=i\omega$ and $\theta=\pi+i\lambda$, for which $\cos\theta=-\cosh\lambda$:

$$\cosh\lambda=\frac{\Delta^2+\omega^2+t_1^2+t_2^2}{2t_1t_2}. \tag{4}$$

The slowest decay is at $\omega=0$. It governs large $b$, so the density error falls as $e^{-2\lambda b}$, apart from an algebraic factor left by the integral over $\omega$.

Here $\cosh\lambda=(1.651+4+0.64)/3.2=1.966$, so $\lambda=1.297$ and $2\lambda=2.594$. Between $b=4$ and $b=8$ the computed error of the central cation charge falls from $9.0\times10^{-8}$ to $2.3\times10^{-12}$ $e$ in magnitude, a rate of 2.643 per cell. This is your nearsightedness, and it works very well.

Equation (4) also shows when it stops working. If $\Delta\to0$ and $t_1\to t_2$, the gap closes, $\cosh\lambda\to1$, and the exponential protection is lost.

### Cutting the potential as well

Now make the charges self-consistent in two ways. In the first, every cell is the core of its own block, but the charges of **all** cores build the potential, and the cycle is repeated. In the second, a block feels only its own charges. The errors below are those of the central cation charge, relative to a global diagonalization of a 101-cell chain, where that charge is 0.5415 $e$.

| $b$ | Global field ($e$) | Own charges only ($e$) |
|---|---|---|
| 0 | $-4.7\times10^{-4}$ | $-7.4\times10^{-2}$ |
| 1 | $-1.2\times10^{-4}$ | $-2.2\times10^{-2}$ |
| 2 | $-9.3\times10^{-6}$ | $-8.9\times10^{-3}$ |
| 4 | $-4.7\times10^{-8}$ | $-2.6\times10^{-3}$ |
| 6 | $-2.4\times10^{-10}$ | $-1.2\times10^{-3}$ |

The first row separates the two omissions. A single cell with no buffer at all, but with the global field, is wrong by 0.0005 $e$. Without that field it is wrong by 0.074 $e$. For these parameters nearly all of the missing charge transfer is electrostatic. The hopping part is unusually small here because of a near cancellation. Expanding (2) to order $t_2^2$ changes $q$ by the relative amount $\frac{t_2^2}{2A}\left(\frac{3t_1^2}{2A}-1\right)$ with $A=\Delta^2+t_1^2$. This holds at fixed $\Delta$. It vanishes at $t_1^2/A=2/3$, and the present value is 0.71. So close to the zero, higher orders matter: the expression gives $+0.35$ % and the full average (2) gives $+0.17$ %, both far below the prefactor $t_2^2/2A=5.7$ %. With $\Delta_0=5$ eV the two errors at $b=0$ are about $+0.008$ and $-0.062$ $e$: the electrostatic part still dominates, but by a much smaller factor.

Self-consistency does not amplify the small error in the middle column. Suppose that cutting the blocks causes an error $\eta$ in every cation charge at fixed potential. The final error $\delta q$ changes $\Delta$ by $-S\,\delta q$, by equation (1), so

$$\delta q=\eta-S\frac{dq}{d\Delta}\,\delta q\quad\Rightarrow\quad\delta q=\frac{\eta}{1+S\,dq/d\Delta}.$$

Differentiating (2) gives $dq/d\Delta=\langle|\tau|^2/E^3\rangle>0$, and $S>0$ here, so the error is reduced. At $b=4$ it is indeed $4.7\times10^{-8}$ instead of $9.0\times10^{-8}$ $e$.

### Why a bigger buffer helps so slowly

The error in the last column can be predicted. Let $R=(b+\tfrac12)L$ be the distance from the centre of the core cell to either end of the block.

A cell deep in the chain is neutral and has dipole $qd$, pointing from anion to cation, along $+x$. Seen from far away, the outer chain is a line with dipole $qd/L$ per length. A dipole $p$ gives the field $2kp/x^3$ on its axis, so the two outer parts together give

$$2\int_R^\infty\frac{2k(qd/L)}{x^3}\,dx=\frac{2k(qd/L)}{R^2}.$$

The independent block lacks this field. Cutting the bonds also leaves net charges $+\sigma$ near its right end and $-\sigma$ near its left end. Each gives a field $-k\sigma/R^2$ at the centre: the positive charge on the right pushes a positive test charge to the left, and the negative one on the left pulls it there. The total change of field is

$$\delta F=-\frac{2kP}{R^2},\qquad P=\frac{qd}{L}+\sigma. \tag{5}$$

This $P$ can be measured directly. Lengthening a block by one cell adds $qd$ from the new cell and $\sigma L$ from moving the end charges apart, so the total dipole grows by $P$ per unit length. The computed value is $P=0.2492$ $e$, of which $qd/L$ supplies 0.2166 $e$ and the end charge 0.0326 $e$.

Define $\chi=dq/dF$ as the self-consistent response of a central cation to a uniform applied field. A field along $+x$ pushes electrons from cation to anion and increases $q$. The computed value is $\chi=0.1489$ $e$ per V/Å. To leading order in $1/R$ the missing field is weak and nearly uniform across the core and the cells near it. Those cells supply the self-consistent feedback contained in $\chi$, because the field of an induced cell dipole falls as $1/r^3$ and the sum over cells is dominated by the nearest ones. Hence

$$q_\infty-q_{\rm block}\simeq\chi\,\frac{2kP}{R^2}. \tag{6}$$

For $b=20$, $R=102.5$ Å and

$$\frac{0.1489\times2\times14.40\times0.2492}{102.5^2}=1.02\times10^{-4}\ e.$$

The computed error is $1.05\times10^{-4}$ $e$, larger by 3.6 %. The excess over (6) is 24 % at $b=4$ and 1.2 % at $b=50$. It shrinks with size. A correction field falling as $1/R^3$, such as that of the altered dipoles near the block ends, would make the excess times $R$ constant. That product is 5.3 Å at $b=4$, 3.7 Å at $b=20$ and 3.1 Å at $b=50$: it levels off only slowly, so higher-order corrections still contribute at these sizes. The individual contributions are not separated here.

So a bigger buffer does cure this part of the error, but algebraically. An independent block of 41 cells is still less accurate than a block of five cells that has the global field.

Two limits of (6) are instructive. If $t_2\to0$, no electron passes between cells and $\lambda\to\infty$, so the density matrix can be cut at the cell boundary without error. Yet $P\to qd/L$ remains finite, and so does the inverse-square error. The range of the density matrix and the range of the electrostatics are separate quantities. If instead a chain has $P=0$, the inverse-square term (6) is absent; no such chain is computed here. A good result for such a chain does not validate the method for a polar one.

### A charge outside the block

There is one error that a buffer cannot reduce until it reaches the source. Put an ion of charge $Q=+1$ on the axis, 10 Å to the left of the first atom of the 101-cell chain. For an independent block that does not contain the ion, $Q$ appears nowhere in the equations. Its response is zero.

The true response is not. At distance $R$ from the ion the bare potential is $kQ/R$. The chain is neutral, so its induced charges have no monopole. The dipoles induced near the ion, which fall as $1/r^2$ along the chain, have a finite sum and add a potential of order $1/R^2$. The local induced polarization also follows the $1/R^2$ field, so its gradient leaves a charge density of order $1/R^3$, whose potential falls faster still, although at the distances used below it is comparable to or larger than the dipole term. Both are small beside $kQ/R$. To leading order the chain therefore does not screen the distant ion:

$$\delta\Phi\simeq\frac{kQ}{R},\qquad\delta q\simeq\chi\,\frac{kQ}{R^2}. \tag{7}$$

At the central cell, $R=261$ Å, the formula gives $\delta q=0.1489\times14.40/261^2=3.15\times10^{-5}$ $e$. The global calculation gives $3.20\times10^{-5}$ $e$. Closer in, the effect is larger and the asymptotic formula poorer:

| $R$ (Å) | Global $\delta q$ ($e$) | Formula (7) ($e$) |
|---|---|---|
| 11 | $1.44\times10^{-2}$ | $1.77\times10^{-2}$ |
| 61 | $6.22\times10^{-4}$ | $5.76\times10^{-4}$ |
| 111 | $1.81\times10^{-4}$ | $1.74\times10^{-4}$ |

Divide and conquer with $b=4$ and the global field reproduces the global $\delta q$ at these distances to about one part in $10^4$ or better. The blocks are as small as before; they merely know the potential.

### The potential matters even where the charges barely move

At 261 Å the ion changes the cation charge by only $3\times10^{-5}$ $e$, but it raises the mean potential of the cell by 0.0553 V, against a bare value of 0.0552 V. At 61 Å the shift is 0.239 V.

A constant potential does not alter the charges of a gapped block with a fixed number of electrons: it shifts all levels equally and leaves the orbitals alone. It does move those levels relative to the levels of other blocks. Divide and conquer fills all blocks up to one common chemical potential. If a level lies closer to it than the omitted shift, the block can receive the wrong number of electrons. This is a second way to get charge transfer wrong, now between blocks.

It does not occur in the example. In every calculation one chemical potential fits into the gaps of all blocks used, so half filling of each block is consistent. In the global diagonalization the highest filled and lowest empty levels of the finite chain are 1.92 eV apart without the ion and 2.75 eV apart with it.

### What to do in your code

Keep the blocks and change the source of their potential:

1. Collect the core charges of all blocks.
2. Compute the potential of all these charges, and of any external ones, at every atom.
3. Insert it into each block Hamiltonian, buffer atoms included, and diagonalize.
4. Fill all blocks with one common chemical potential, and repeat until the charges stop changing.

The diagonalizations still scale linearly with the number of cells at fixed $b$. The Coulomb sum need not be done pair by pair, since distant charges can be grouped into multipoles. That approximates the far field in a controlled way instead of deleting it.

Converge the two approximations separately: the buffer against the decay of the density matrix, and the Coulomb sum against the accuracy of the potential. The numbers above are for a Hartree-type model with one orbital per atom, without atomic dipoles or ionic relaxation, so their sizes will differ in your system. The numerical check compares the decay rate, the inverse-square law and the response to the ion with direct diagonalization.

## Numbers as computed

```
D0=3.0 t1=2.0 t2=0.8 U=10.0 eV; d=2.0 L=5.0 Angstrom; cells N=101
k = 14.3996 V*Angstrom; gamma(d) = 5.8430 eV
lattice sum S = 3.1669 eV; one-cell value U-gamma(d) = 4.1570 eV
half level splitting: infinite chain 1.2851, one cell 1.0572 eV
cation charge, infinite chain (reciprocal space) = 0.541499 e
cation charge, centre of global chain            = 0.541482 e
cation charge, one isolated cell: two-level 0.467341, SCF 0.467341 e
charge transfer missed by isolated cell = 13.69 %
gap of global chain: without ion 1.922, with ion 2.746 eV
decay constant lambda = 1.2972 per cell; 2*lambda = 2.5943
measured decay rate of frozen-field error, b=4 to 8: 2.6434 per cell
Error of central cation charge (e), frozen global potential:
  b=0: -9.175e-04
  b=1: -2.234e-04
  b=2: -1.760e-05
  b=4: -8.996e-08
  b=6: -4.520e-10
  b=8: -2.302e-12
Error of central cation charge (e), self-consistent:
  b   with global field   own charges only
  0   -4.699e-04          -7.414e-02
  1   -1.174e-04          -2.181e-02
  2   -9.263e-06          -8.879e-03
  4   -4.731e-08          -2.594e-03
  6   -2.374e-10          -1.156e-03
chi = 0.14890 e/(V/Angstrom)
P = 0.24916 e; q*d/L = 0.21660 e
Isolated fragments: b, R (Angstrom), q_inf-q (e), chi*2kP/R^2 (e), ratio
   4   22.5 2.6112e-03 2.1105e-03 1.2373
  10   52.5 4.2084e-04 3.8764e-04 1.0857
  20  102.5 1.0537e-04 1.0169e-04 1.0362
  50  252.5 1.6964e-05 1.6758e-05 1.0123
Ion Q = 1 e, 10 Angstrom beyond the first atom
cell, R (Angstrom), change of q (e): global, D&C b=4, chi*kQ/R^2
   0   11.0 1.4417e-02 1.4417e-02 1.7720e-02
  10   61.0 6.2159e-04 6.2158e-04 5.7621e-04
  20  111.0 1.8088e-04 1.8088e-04 1.7402e-04
  50  261.0 3.1950e-05 3.1950e-05 3.1475e-05
cell, change of mean cell potential (V): self-consistent, bare kQ/R
   0 1.27604 1.30906
  10 0.23880 0.23606
  20 0.13037 0.12973
  50 0.05525 0.05517
```
